\section*{Why clamping the back of a film halves its inferred acoustic thickness}

\section{The result}

A film of thickness $d$ with a free front surface rings at a lowest frequency $f$ when it is struck along its normal. If $v$ is the speed of longitudinal sound in the film, the thickness follows from
\begin{equation}
d_{\rm free}=\frac{v}{2f},\qquad d_{\rm clamped}=\frac{v}{4f},
\label{eq:result}
\end{equation}
where the first rule holds for a free back surface and the second for a back that cannot move. At a given measured $f$ the second thickness is half the first. Nothing happens to the film; what changes is the fraction of a wavelength that has to fit into it.

The reason can be seen in one picture. In its lowest oscillation a free film stretches and shrinks symmetrically: its two surfaces move in opposite directions, and its midplane stays at rest. A rigid wall placed at the midplane would disturb nothing. Each half of the free film is therefore a clamped film of half the thickness, ringing at the same frequency.

Take a line at $f=32$ GHz from an aluminium film, with the rough values $v=6400$ m/s and density $\rho=2700$ kg/m$^3$. The wavelength is $v/f=200$ nm, so the film is 100 nm thick if its back is free and 50 nm thick if its back is clamped.

\section{The two conditions}

Let $z$ run from the front surface, $z=0$, to the back, $z=d$, and let $u(z,t)$ be the displacement along $z$. The film is uniform and lossless, and the excited area is much wider than $d$, so that the material does not move sideways. The stress is then $C\,\partial u/\partial z$, where $C$ is the elastic modulus for stretching along $z$ at fixed lateral size.

A slice of thickness $dz$ has mass $\rho\,dz$ per unit area. The net force on it per unit area is the difference of the stresses on its two faces, $C\,(\partial^2u/\partial z^2)\,dz$. Newton's law gives
\begin{equation}
\rho\,\frac{\partial^2u}{\partial t^2}=C\,\frac{\partial^2u}{\partial z^2}.
\label{eq:wave}
\end{equation}
For an oscillation $u=U(z)\cos\omega t$ with $\omega=2\pi f$, the time derivative brings down $-\omega^2$, and
\begin{equation}
U''=-k^2U,\qquad k=\frac{\omega}{v},\qquad v=\sqrt{\frac{C}{\rho}} .
\end{equation}
The general solution is $U=A\cos kz+B\sin kz$. No stress acts on the free front, so $U'(0)=kB=0$. Hence $B=0$ and
\begin{equation}
U(z)=A\cos kz .
\label{eq:shape}
\end{equation}
The back surface decides which values of $k$ are allowed.

\textbf{Free back.} The stress vanishes at $z=d$ as well. Then $U'(d)=-kA\sin kd=0$, so
\begin{equation}
kd=n\pi,\qquad f_n=\frac{kv}{2\pi}=\frac{nv}{2d}.
\end{equation}
The value $n=0$ gives $U=A$ and $f=0$: the film moves as a whole and nothing is stretched. This is a possible motion but not an oscillation. The lowest resonance has $n=1$, and since $k=2\pi/\lambda$, the condition $kd=\pi$ means $d=\lambda/2$.

\textbf{Clamped back.} The displacement vanishes at $z=d$. Then $A\cos kd=0$, so
\begin{equation}
kd=\left(m+\tfrac12\right)\pi,\qquad f_m=\frac{(2m+1)v}{4d},\qquad m=0,1,2,\dots
\end{equation}
The lowest resonance has $kd=\pi/2$, or $d=\lambda/4$. Solving the two lowest frequencies for $d$ gives Eq.~(\ref{eq:result}).

The factor of two can be read in two ways. At fixed $f$ and $v$, clamping halves the inferred thickness. At fixed $d$ and $v$, it halves the frequency: a 50 nm film with the values above rings at 64 GHz when free and at 32 GHz when clamped.

\section{Why a constraint lowers the fundamental}

Holding a surface still makes a structure stiffer, and a stiffer structure should ring at a higher frequency. The clamped fundamental is nevertheless the lower one. To see why, attach the back to a rigid wall through a spring of stiffness $K$ per unit area and raise $K$ from zero.

The spring pulls the back surface with a force $-KU(d)$ per unit area, which must equal the stress there:
\begin{equation}
CU'(d)=-KU(d).
\end{equation}
Inserting Eq.~(\ref{eq:shape}) gives $-CkA\sin kd=-KA\cos kd$. Dividing by $-A\cos kd$ and multiplying by $d/C$,
\begin{equation}
kd\,\tan kd=\frac{Kd}{C}.
\label{eq:spring}
\end{equation}
The left side grows from 0 to infinity as $kd$ goes from 0 to $\pi/2$, and again as $kd$ goes from $\pi$ to $3\pi/2$. Between $\pi/2$ and $\pi$ it is negative and offers no solution. Both of the two lowest modes therefore rise with $K$. In units of $\pi/2$, the numerical solutions are:
\begin{center}
\begin{tabular}{ccc}
$Kd/C$ & lowest mode & next mode\\
0 & 0 & 2\\
1 & 0.548 & 2.181\\
10 & 0.910 & 2.741\\
100 & 0.990 & 2.970\\
$\infty$ & 1 & 3
\end{tabular}
\end{center}

The half-wave mode does not fall to a quarter wave; it climbs to three quarters. The quarter-wave mode grows out of the free translation, which had zero frequency and was left out of the count. For a weak spring $\tan kd\approx kd$, so $(kd)^2\approx Kd/C$. With $k=\omega/v$ and $C=\rho v^2$ this becomes $\omega^2\approx K/(\rho d)$, the frequency of a rigid mass $\rho d$ on a spring. Clamping raises every mode, but it also turns the translation into an oscillation, which becomes the new fundamental.

\section{The same result from echoes}

Equation~(\ref{eq:wave}) is also solved by a pulse $F(t-z/v)$ travelling to the back plus an echo $G(t+z/v)$ returning from it. Measure $z$ from the back surface for the moment.

At a clamped back the displacements cancel, $F(t)+G(t)=0$, so the echo is inverted. At a free back the strain vanishes, $-F'(t)/v+G'(t)/v=0$, so $G'=F'$ and the displacement pulse returns upright. The front is free and also reflects it upright.

One round trip takes $T=2d/v$. With a free back the motion repeats after $T$, which gives $f=1/T=v/(2d)$. With a clamped back the motion after $T$ is the negative of what it was, and a second trip is needed to restore it. The period is $2T$, and $f=v/(4d)$. The factor of two is the price of one change of sign.

\section{What counts as clamped}

No real backing is perfectly rigid. Let the film be bonded without slip or gap to a lossless backing so thick that no sound returns from its far side. Its density is $\rho_s$ and its sound speed $v_s$. The relevant quantity is the acoustic impedance, $Z=\rho v$ for the film and $Z_s=\rho_sv_s$ for the backing.

Use complex waves with time factor $e^{-i\omega t}$, and again measure $z$ from the interface. An incident wave $e^{ikz}$ produces an echo $r\,e^{-ikz}$ and a transmitted wave $t_s\,e^{ik_sz}$. Displacement and stress are continuous at $z=0$:
\begin{align}
1+r&=t_s,\\
ikC(1-r)&=ik_sC_s\,t_s .
\end{align}
Since $kC=(\omega/v)\rho v^2=\omega Z$, and likewise $k_sC_s=\omega Z_s$, the second line reads $Z(1-r)=Z_s(1+r)$. Solving for $r$,
\begin{equation}
r=\frac{Z-Z_s}{Z+Z_s}.
\label{eq:r}
\end{equation}
A very soft backing gives $r=1$ and a very stiff, heavy one gives $r=-1$, as found above. The sign changes at $Z_s=Z$.

A wave that makes one round trip is multiplied by $r$ at the back, by 1 at the front, and by the phase factor $e^{2ikd}$. An oscillation that continues without a source must reproduce itself:
\begin{equation}
r\,e^{2ikd}=1 .
\label{eq:round}
\end{equation}
Because sound leaks into the backing, $kd$ is complex. Write $kd=x'+ix''$. The magnitude of Eq.~(\ref{eq:round}) is $|r|e^{-2x''}=1$, so
\begin{equation}
x''=\tfrac12\ln|r| .
\end{equation}
This is negative, and with the time factor $e^{-i\omega t}$ a negative imaginary part of $\omega$ means decay. The phase depends on the sign of $r$:
\begin{align}
Z_s<Z:&\quad r>0,\quad 2x'=2\pi n,\quad x'=\pi\ \text{for } n=1,\\
Z_s>Z:&\quad r<0,\quad 2x'=\pi+2\pi m,\quad x'=\tfrac{\pi}{2}\ \text{for } m=0.
\end{align}
For $r>0$ the solution $n=0$ decays without oscillating; it is what remains of the free translation. In this model the ringing frequency obeys the half-wave rule for every backing of lower impedance than the film, and the quarter-wave rule for every backing of higher impedance. The mismatch sets the damping, not the frequency. At $Z_s=Z$ there is no echo and no resonance.

The quality factor is $Q=x'/(2|x''|)$. For the aluminium film, $Z=2700\times6400=17.3$ in units of $10^6$ kg\,m$^{-2}$\,s$^{-1}$. Rough densities and sound speeds of three backings give, in the same units:
\begin{center}
\begin{tabular}{lcccc}
backing & $Z_s$ & $r$ & $Q$ & $d$ at 32 GHz\\
acrylic polymer & 3.2 & $+0.69$ & 8.4 & 100 nm\\
fused silica & 13 & $+0.14$ & 1.6 & 100 nm\\
sapphire & 44 & $-0.44$ & 1.9 & 50 nm
\end{tabular}
\end{center}

Fused silica is a hard solid, yet an aluminium film on it follows the free-back rule, because its impedance is below that of aluminium. Being attached to a substrate is not the same as being clamped. The resonance on silica is also very poor: 14\% of the displacement amplitude survives each round trip. Even sapphire returns less than half.

\section{Where the measured peak lies}

With such strong damping, the peak of a spectrum need not lie at the ringing frequency. Suppose that a stress of fixed amplitude $\sigma$ drives the front surface while its frequency is swept. The shape is again $U=A\cos kz+B\sin kz$, with $z$ measured from the front. At the front $CkB=\sigma$, so $B=\sigma/(\omega Z)$. At the back the outgoing wave requires $CU'(d)=i\omega Z_sU(d)$. With $x=kd$, which is now real, and $q=Z_s/Z$, this becomes
\begin{equation}
-A\sin x+B\cos x=iq\,(A\cos x+B\sin x).
\end{equation}
Collecting $A$ on one side and $B$ on the other,
\begin{equation}
A(\sin x+iq\cos x)=B(\cos x-iq\sin x).
\end{equation}
The surface velocity has amplitude $\omega|A|$. Using $\sin^2x=1-\cos^2x$,
\begin{equation}
(\omega|A|)^2=\frac{\sigma^2}{Z^2}\,
\frac{q^2+(1-q^2)\cos^2x}{1+(q^2-1)\cos^2x}.
\label{eq:peak}
\end{equation}
For $q>1$ the numerator falls and the denominator rises as $\cos^2x$ grows, so the maximum is at $\cos x=0$, the quarter-wave condition. For $q<1$ the reverse holds and the maximum is at $\cos^2x=1$, the half-wave condition, apart from the response at zero frequency. For this drive the velocity peak obeys the simple rules despite the damping. Sudden heating by a laser pulse is a different drive, and the rules do not carry over to its peak: if the whole film is heated suddenly and uniformly, a numerical solution puts the velocity peak at $x=2.77$ on fused silica and at $x=1.48$ on sapphire, below 3.14 and 1.57. On silica this is only a local maximum, lower than the response at zero frequency, and for this drive the displacement spectrum has no resonance peak on either backing.

The displacement amplitude is the velocity amplitude divided by $\omega$, which favours low frequencies and pulls the peak down. Under a stress of fixed amplitude the displacement also grows without limit as the frequency goes to zero, so the resonance peak is at most a local maximum. It disappears when the impedances of film and backing are too close, roughly for $0.81<q<1.76$. For sapphire, a numerical search near the quarter-wave condition puts it at $x=1.46$ instead of 1.57. If the 32 GHz line were such a displacement peak, the film would be 46.3 nm thick, 7\% below the quarter-wave value of 50 nm. On fused silica the shift is larger: the peak lies at $x=2.80$ instead of 3.14, and the film would be 89 nm thick instead of 100 nm.

\section{Can the spectrum tell which rule applies?}

The overtones differ. A free film has lines in the ratio $1:2:3$ and a clamped film in the ratio $1:3:5$. For a fundamental at 32 GHz, the next line lies at 64 GHz or at 96 GHz. A line at 64 GHz therefore excludes a rigid clamp within this model. Its absence proves less, because the excitation may fail to drive it.

Let a laser pulse heat the film, so that a thermal pressure $s(z)$ appears suddenly and then persists. The total stress is $Cu'-s$. Multiply the equation of motion by a mode shape $\phi_n=\cos k_nz$ and integrate by parts:
\begin{equation}
\rho\int_0^d\phi_n\ddot u\,dz=\int_0^d\phi_n\,(Cu'-s)'\,dz
=-C\int_0^d\phi_n'u'\,dz+\int_0^d\phi_n's\,dz .
\end{equation}
The boundary term is zero because the total stress vanishes at a free surface and $\phi_n$ vanishes at a clamped one. A second integration by parts turns the first integral on the right into the restoring force $-Ck_n^2\int\phi_nu\,dz$. The last integral is the drive, $F_n$. For uniform heating,
\begin{equation}
F_n=s\,[\phi_n(d)-\phi_n(0)] .
\end{equation}
In a free film this is $s[(-1)^n-1]$, which is $-2s$ for odd $n$ and zero for even $n$. In a clamped film it is $-s$ for every mode. A uniformly heated free film thus shows lines at $1:3:5$, the same pattern as a clamped film. The cause is symmetry: uniform heating pushes both surfaces outward alike, while in the even modes they move in the same direction.

Shallow heating breaks the symmetry. For $s=s_0e^{-z/\delta}$ in a free film, where $\sin k_nd=0$, the integral gives
\begin{equation}
F_n=-s_0\,\frac{k_n^2}{k_n^2+\delta^{-2}}\left[1-(-1)^ne^{-d/\delta}\right].
\end{equation}
With $d=100$ nm and a chosen depth $\delta=15$ nm, $F_2/F_1=2.58$. A suddenly applied force makes an oscillator ring about its new rest position with amplitude proportional to $F_n/\omega_n^2$. Since $\omega_2=2\omega_1$, the second line has $2.58/4=0.65$ of the displacement amplitude of the first, and should be visible. Heat that spreads through the film weakens it. In aluminium, with a rough thermal diffusivity of $10^{-4}$ m$^2$/s, heat diffuses about 55 nm in one period, and this lowers the ratio from 0.65 to about 0.5.

\section{The model beside a real film}

Films and frequencies like these can be studied by picosecond ultrasonics, in which one light pulse heats the film and a later one senses its motion. The aluminium values used here are rough but typical. One assumption open to doubt is the perfect joint at the back. Keep the wall rigid and let the joint have stiffness $K$. At fixed frequency, Eq.~(\ref{eq:spring}) divided by $kd$ gives
\begin{equation}
d=\frac1k\arctan\frac{K}{Ck},\qquad Ck=3.47\times10^{18}\ \text{N/m}^3 ,
\end{equation}
for the lowest mode. Three trial values of $K$, namely $10^{20}$, $10^{19}$ and $10^{18}$ N/m$^3$, give 48.9, 39.4 and 8.9 nm in place of 50 nm. A weak joint can thus spoil the quarter-wave rule altogether. The tangent repeats when $kd$ grows by $\pi$, so each value plus 100 nm also fits the same line, as the next mode. As $K\to0$ that second series tends to the free-film answer, 100 nm. These values are for a rigid wall. With the backings of the table and $K=10^{19}$ N/m$^3$, a numerical solution for the ringing frequency gives 38 nm on sapphire and 113 nm on fused silica, so a weak joint shifts the half-wave reading as well.

A surface oxide adds mass. Treat it as a rigid layer of mass $m$ per unit area on the front, for which Newton's law reads $-m\omega^2U(0)=CU'(0)$. With a clamped back, $U\propto\sin k(d-z)$ gives $\cot kd=mk/\rho$. With a free back, $U\propto\cos k(d-z)$ gives $\tan kd=-mk/\rho$. Here $\omega^2/C=k^2/\rho$ was used. The lowest solutions are
\begin{equation}
kd=\frac{\pi}{2}-\arctan\frac{mk}{\rho}\quad\text{(clamped)},\qquad
kd=\pi-\arctan\frac{mk}{\rho}\quad\text{(free)}.
\end{equation}
For 3 nm of oxide with a rough density of 3000 kg/m$^3$, the metal thickness becomes 46.7 nm or 96.7 nm. Both readings drop by the same 3.3 nm, so their ratio is no longer exactly two.

The sound speed matters less. It depends on crystal direction: in terms of the elastic constants of a cubic crystal, the modulus is $c_{11}$ along [100] and $(c_{11}+2c_{12}+4c_{44})/3$ along [111]. With rough constants for aluminium the second modulus is about 6\% larger than the first. The speeds are then about 6300 and 6500 m/s, and the clamped thickness lies at about 49 or 51 nm. Heating by 30 K, with a rough speed change of $-1.5\times10^{-4}$ per kelvin, lowers the inferred thickness by 0.45\%.

Apart from a weak joint, the corrections in this section amount to a few nanometres. Taking a displacement peak for the ringing frequency can cost more, as the film on silica showed. The choice between the half-wave and quarter-wave rules amounts to 50 nm, and it has to be settled first, from the impedances of film and backing and the quality of the joint.

Numbers in the example were calculated in double precision.
